Saturation voltage of a transistor channel with a two-piece velocity law, part 2

How does the drain current I of an n-channel transistor saturate as the drain voltage VD rises? The source is at x = 0, the drain at x = L. W is the channel width, C the gate capacitance per area, V(x) the channel potential measured from the source, and U = VG − VT the overdrive (gate minus threshold voltage). The field E = dV/dx, the electron speed v, I and the mobile charge per area Q are counted as positive. With low-field mobility μ, saturation velocity vsat and critical field Ec = 2vsat/μ, the two-piece velocity law is

v = μE/(1 + E/Ec) for E < Ec
v = vsat for E ≥ Ec

The ideal model takes μ and VT as uniform, neglects diffusion and lets the gate alone fix the charge (gradual-channel approximation):

Q = C(U − V)
I = WC(U − V)v(E).

A stretch at vsat would then need constant V, so E = 0: a contradiction. The field reaches Ec only at the drain, at the onset VD = Vdsat. Matching there gives

2(U − V/2)V = (U − V)(EcL + V),

in which the squares cancel, so

Vdsat = EcL U/(EcL + U)
Isat = WC vsat(U − Vdsat) = WC vsat U²/(U + EcL).

Just below the onset dI/dVD = Isat/(EcL + Vdsat), so holding the current at Isat beyond it, an added assumption, gives a flat line with a kink. The field profile at the onset is E = b/[2(a − V)], with a = (U + Vdsat)/2 and b = Ec(U − Vdsat).

Example: L = 100 nm, W = 1000 nm, electrical oxide thickness 2.5 nm, μ = 250 cm²/Vs, vsat = 8.0×10⁶ cm/s, U = 0.80 V, temperature 300 K, C = 1.381 µF/cm², Ec = 0.064 MV/cm, EcL = 0.64 V, Vdsat = 0.356 V, Isat = 0.491 mA. Here the one-piece law v = μE/(1 + μE/vsat), with the same μ and vsat, gives 24% less current.

Q: Now the flat part. What happens physically when VD exceeds Vdsat?

A: The gradual approximation has to give way near the drain. Consider a layer of depth d below the oxide, and take the field along the channel to be uniform over that depth. Poisson's equation, integrated over the layer, says that mobile charge can be supported in two ways: by the gate, and by a change of the field along the channel. With the silicon permittivity εs and primes for derivatives with respect to x,

Q = C(U − V) + εs d V″.

The sign follows from the charge of the electrons. Negative charge makes the potential curve upward, so a positive V″ goes with additional electrons. Beyond the matching point the speed is vsat, so a constant current needs the constant charge Q = C(U − Vdsat). Insert this and cancel CU:

εs d V″ = C(V − Vdsat).

With λ² = εs d/C this is

V″ = (V − Vdsat)/λ².

Let y be the distance from the start of this section, where V = Vdsat and V′ = Ec. The solution is

V − Vdsat = λEc sinh(y/λ), E = Ec cosh(y/λ).

The contradiction of the plateau has gone, because V can now rise while the charge stays constant. The section ends where V = VD, so its length is

ΔL = λ arsinh[(VD − Vdsat)/(λEc)].

Q: And you hope that ΔL is small.

A: I have to compute it. The gradual part now has length L − ΔL, and this length has to be used in Vdsat and Isat as well. Take a supply of VD = 1.20 V and d = 30 nm, a rough junction depth. With relative permittivities of 11.7 for silicon and 3.9 for the oxide, λ² = 3 × 2.5 × 30 nm², so λ = 15 nm. Solving the equations together gives ΔL = 45 nm, and the gradual part ends at 0.245 V. The voltage λEc is 0.096 V, and indeed

15 × arsinh[(1.20 − 0.245)/0.096] nm = 45 nm.

The section takes up nearly half of the channel. The current becomes 0.614 mA, which is 25% above Isat.

Q: Then your flat line is wrong for your own example.

A: At 1.20 V it is a poor approximation. Replacing L by L − ΔL in Isat raises the current by the fraction EcΔL/[U + Ec(L − ΔL)], here 0.29/1.15 = 0.25. The condition ΔL ≪ L would be enough to make this fraction small, and this device does not meet it. The matching point keeps its meaning as the onset: at VD = Vdsat the length ΔL is zero, and the two descriptions agree. What fails is the step from the onset to a constant current.

Q: Does the kink survive?

A: Not in this extended model. Write P = Ec(L − ΔL), and let V1 = PU/(P + U) be the potential at the end of the gradual part. Just above the onset VD − V1 is small. There arsinh z can be replaced by z to first order, and EcΔL = VD − V1. Hence

P = EcL − VD + V1, or VD = EcL − P + V1.

By the quotient rule dV1/dP = U²/(P + U)², so

dVD/dP = −1 + U²/(P + U)² = −P(P + 2U)/(P + U)².

The current is I = WC vsat(U − V1), and therefore

dI/dVD = −WC vsat(dV1/dP)/(dVD/dP) = WC vsat U²/[P(P + 2U)].

At the onset P = EcL. With WC vsat U² = Isat(U + EcL) the slope is Isat(U + EcL)/[EcL(EcL + 2U)]. The slope below the onset was Isat/(EcL + Vdsat), and

EcL + Vdsat = EcL(EcL + 2U)/(EcL + U),

so the two slopes are equal. In this model the kink comes from setting ΔL to zero. The length λ drops out of the slope at the onset and affects the shape of the curve beyond it.

Q: You kept the term εs d V″ beyond the matching point and dropped it before. Is that fair?

A: It can be estimated from the ideal profile at the onset. There E = b/[2(a − V)] with constants a and b. Since d(a − V)/dx = −E,

dE/dx = bE/[2(a − V)²] = E²/(a − V).

At the drain a − V = (U − Vdsat)/2, so dE/dx = 2Ec²/(U − Vdsat). The neglected charge, relative to the gate-controlled charge C(U − Vdsat), is

λ²(dE/dx)/(U − Vdsat) = 2[λEc/(U − Vdsat)]² = 2(0.096/0.444)² = 0.093.

The error in the local charge is thus about 9% at the drain end. It is smaller toward the source, where E is smaller and both a − V and U − V are larger. If the term is kept along the whole channel and the equation is integrated numerically, the field at the drain reaches Ec at about 0.372 V instead of 0.356 V, and the current at 1.20 V is about 0.621 mA instead of 0.614 mA.

Q: What else did the ideal model leave out? Begin with the contacts.

A: Each of the following estimates of the drain current changes one thing and keeps the rest of the ideal example fixed, without the shortened channel. They are not meant to be added.

A source resistance R reduces the overdrive to U − IR. With a rough value of 100 Ω the current has to solve

I = WC vsat(U − IR)²/(U − IR + EcL),

and it falls by 8%.

Q: And your constant threshold?

A: The depletion charge below the channel grows with V, and it uses part of what the gate supplies. To first order in V the growth is εsV/Wdep, where Wdep is the depletion width at the source. The mobile charge becomes

Q = C(U − mV), m = 1 + εs/(Wdep C).

The matching goes through as before:

2(U − mV/2)V = (U − mV)(EcL + V)
2UV − mV² = U EcL + UV − mEcL V − mV².

The squares cancel again, and

Vdsat = EcL U/(mEcL + U).

For a doping of 10¹⁸ cm⁻³ the depletion width is 35 nm and m = 1.21. Vdsat falls to 0.325 V. The overdrive left at the drain is U − mVdsat = U²/(U + mEcL), and the current falls by 9%.

Q: The drain is close to the source. Can it not lower the threshold directly?

A: It can. Use the layer equation from before with depth Wdep. In a weakly filled channel the change in mobile charge is negligible, so a drain-induced potential ψ obeys 0 = −Cψ + εsWdep ψ″. This is ψ″ = ψ/λd², where λd² = εsWdep/C. With ψ = 0 at the source and ψ = VD at the drain, the solution is VD sinh(x/λd)/sinh(L/λd). At the middle, the identity sinh 2u = 2 sinh u cosh u gives

ψ(L/2) = VD/[2 cosh(L/(2λd))].

With λd = 16.2 nm and VD = 1.20 V this is 0.055 V. Counted as extra overdrive, it raises the current by 10%. The estimate is rough and probably too high. A conducting channel is not weakly filled, and the equation leaves out the response of the depletion charge. Including that response as in the previous answer replaces Cψ by mCψ and lowers the potential at the middle to 0.040 V. The gate then moves this potential by only 1/m per volt, so the shift is worth mψ = 0.049 V of overdrive, a modest reduction. The variation of ψ with depth, which the layer equation ignores, can reduce it further, and in a two-dimensional treatment of this uniformly doped structure the influence comes out roughly two to three times smaller.

Q: You also ignored diffusion. At the drain end the electron density has fallen.

A: It has fallen from 6.9×10¹² cm⁻² at the source to 3.8×10¹² cm⁻². Electrons diffuse toward lower density, hence toward the drain, and this adds to the drift. The density is proportional to U − V, so its relative gradient is E/(U − V). In this answer let μ stand for the local ratio v/E, which at the drain is half the low-field mobility. With diffusion coefficient D, the ratio of diffusion to drift is

(D/μ)/(U − V).

For a dilute electron gas D/μ is the thermal voltage, 0.0259 V. These electrons are dense enough for the exclusion principle to matter. In a two-dimensional gas with a constant density of states g, the density is n = g kT ln(1 + e^η), where η is the Fermi energy above the subband edge in units of kT. Write u = n/(g kT). Then dn/dη = g kT e^η/(1 + e^η) = g kT(1 − e^(−u)), and D/μ is the thermal voltage multiplied by

n/(dn/dη) = u/(1 − e^(−u)).

I take the lowest pair of silicon valleys on a (001) surface, with an isotropic in-plane mass of 0.19 electron masses, and omit the other valleys. The factor is 1.54 at the drain, and diffusion is 0.0259 × 1.54/0.444 = 9% of the drift there. This is a local ratio, not the change in drain current. The terminals fix the quasi-Fermi level rather than the electrostatic potential, and at fixed drain voltage with constant mobility the current rises by only about 2%. The estimate assumes near-equilibrium electrons, which is doubtful at a field of Ec.

Q: That is my next complaint. Does an electron know the local field well enough to obey v(E)?

A: Near the drain it does not. Electrons need time to exchange energy with the lattice. With a rough 0.2 ps and a speed of vsat, they travel 16 nm in that time. From the profile above, the field at the drain changes over this distance by the fraction 16 nm × 2Ec/(U − Vdsat) = 0.46, by linear extrapolation. The profile is curved, so this overstates the change: 16 nm before the drain the field is 28% below Ec. A local law is poor there, and the speed may exceed vsat.

At the source there is another limit, the rate at which thermal motion can inject electrons. Averaging the speed toward the drain over the forward half of a Maxwell distribution, for electrons of mass M, gives

(kT/M)/√(πkT/(2M)) = √(2kT/(πM)),

which is 1.2×10⁷ cm/s for the same in-plane mass. The gas at the source is degenerate, and in the same two-valley picture this raises the value to between 1.6×10⁷ and 1.9×10⁷ cm/s. The model needs Isat/(WCU) = 4.4×10⁶ cm/s at the source, so it does not conflict with this limit.

Q: Could the device simply break down at 1.20 V?

A: In the section near the drain E² = Ec² + [(VD − V1)/λ]², because cosh² = 1 + sinh². The field peaks at 0.64 MV/cm, ten times Ec. With a rough ionization rate per length of A exp(−B/E), A = 7×10⁵ cm⁻¹ and B = 1.2 MV/cm, each electron makes 0.06 ionizing collisions on its way through. That is far from an avalanche. I expect the true number to be lower, because the whole drop of 1.20 V gives an electron little more than the silicon gap of roughly 1.1 eV, and the local rate ignores this.

The gate oxide carries 4.8 MV/cm. A semiclassical tunnelling estimate for a physical oxide of 2.0 nm, with a barrier of 3.1 eV, an electron level at 0.2 eV and a tunnelling mass of 0.4 electron masses, gives a gate current of about 2×10⁻⁷ of the drain current.

Q: And in a warm machine, with your mobility still uniform?

A: The mean vertical field in the channel falls from about 1.1 MV/cm at the source to about 0.9 MV/cm at the drain. A mobility that depends on this field would vary somewhat along the channel, and I have not included that.

For 358 K, assume that μ varies as T^(−1.5) and vsat as T^(−0.5). Then μ = 192 cm²/Vs and vsat = 7.3×10⁶ cm/s. The mobility falls faster than the velocity, so Ec rises, and Vdsat goes up to 0.391 V. At fixed overdrive the current falls by 16%. At fixed gate voltage, with a threshold that drops by 1 mV/K, it falls by 6.5%.

Q: How does all this sit beside a real transistor?

A: The inputs are rough but ordinary values for silicon n-channel devices with channels near 100 nm. None of them is far from typical, as far as I know. Such devices carry very roughly 0.5 to 1 mA per micrometre of width when fully on, and the ideal 0.49 mA for 1 µm lies at the low end. Of the changes in current estimated here, two stand out. Dropping the assumption of a constant current above Vdsat moves the result by +25% at 1.20 V for the rough depth d = 30 nm, by +21% for 20 nm and by +28% for 40 nm. The choice of velocity law matters about as much, with −24% for the one-piece law. The effect of nonlocal transport on the current was not estimated. Source resistance and bulk charge each take away 8 to 9%, and the influence of the drain on the barrier gives back about 10% in an estimate that is probably too high.

Q: May I still use Vdsat as a rule for keeping a transistor in saturation?

A: As an estimate of the onset, yes, if m is close to 1 or is included, and if the two-piece velocity law describes the electrons well enough. The gradual approximation holds up to the drain end only if λEc is well below U − Vdsat. In a long channel U − Vdsat is small and this condition fails near the drain. Vdsat is then an approximate onset, not the exact voltage at which the field at the drain reaches Ec. The rule does not promise a flat output curve. For the shortened channel to raise the current only a little above Isat, EcΔL must be small compared with U + EcL at the drain voltage in use, and ΔL ≪ L is sufficient for that. This limits the total rise since the onset, not the slope: just above Vdsat the length ΔL is still small, but the curve climbs as steeply as just below. The influence of the drain on the barrier must be small as well. The numerical output lists the values for this example.

Table of computed values

```
L 100 nm, W 1000 nm, t_el 2.5 nm
mobility 250 cm2/Vs, vsat 8.0e+06 cm/s
overdrive 0.80 V, drain supply 1.20 V, T 300 K
gate capacitance 1.3813 uF/cm2
Ec 0.0640 MV/cm, Ec*L 0.6400 V
Vdsat formula 0.355556 V
Vdsat from existence limit 0.355556 V
Isat 0.4911 mA
long-channel square law 1.1050 mA
short-channel bound 0.8840 mA
I at 0.1 V: 0.2240 mA
I at 0.2 V: 0.3683 mA
I at 0.3 V: 0.4585 mA
left slope at Vdsat 0.4933 mA/V
x 0 nm: V 0.0000 V, E 0.0246 MV/cm
x 50 nm: V 0.1401 V, E 0.0325 MV/cm
x 100 nm: V 0.3556 V, E 0.0640 MV/cm
L 50 nm: Vdsat 0.2286 V, Isat 0.6314 mA
L 1000 nm: Vdsat 0.7111 V, Isat 0.0982 mA
continued branch peak 0.5573 V, 0.5363 mA
one-piece law peak 0.4638 V, 0.3715 mA
one-piece law current change -24.4 %
junction depth 30 nm, lambda 15.00 nm
pinned length 44.9 nm, its Vdsat 0.2448 V
pinned-section current 0.6135 mA, +24.9 %
gradual-channel error at drain 9.3 %
peak drain field 0.640 MV/cm
ionization A 7.0e+05 1/cm, B 1.2 MV/cm
ionizations per electron, local model 0.062
source resistance 100 ohm: current -8.1 %
doping 1e+18 cm-3, n_i 1e+10 cm-3
depletion width 35.1 nm, bulk factor 1.214
bulk charge: Vdsat 0.3247 V, current -8.7 %
barrier screening length 16.22 nm
drain barrier shift 0.0549 V: current +10.0 %
electron density, source 6.90e+12 cm-2
electron density, drain 3.83e+12 cm-2
in-plane mass 0.19 m0, thermal voltage 0.02585 V
degeneracy factor 1.538
diffusion/drift at drain 8.9 %
source velocity 4.44e+06 cm/s
thermal injection velocity 1.23e+07 cm/s
energy relaxation length (0.2 ps) 16.0 nm
field change over that length 46 %
vertical field source 1.08, drain 0.93 MV/cm
oxide field 4.83 MV/cm, physical oxide 2.0 nm
tunnel barrier 3.1 eV, level 0.2 eV, mass 0.4 m0
gate current / drain current 2.0e-07
358 K: mobility 192 cm2/Vs, vsat 7.32e+06 cm/s
358 K, same overdrive: Vdsat 0.3907 V, current -15.7 %
358 K, same gate bias, VT -1 mV/K: -6.5 %
```
